# Adjoint identity for the expected stopping depth of implanted ions, part 1

(Sections cited here and not found follow in the second part.)

## 1. The result, and its derivation from the transport equations

### Statement

Ions enter a solid that fills the half-space $x\ge 0$, slow down, scatter, and either stop at some depth or leave again through the surface. Let $p(x)$ be the density of stopped ions per source ion, and let $g(x)$ be a quantity assigned to a stopping depth. The expected value of $g$ can be found in two ways:

$$
\int_0^\infty g\,p\,dx=\int Q\,\psi\,dx\,d\mu\,dE+\int_{\mu>0}J(\mu,E)\,\psi(0,\mu,E)\,d\mu\,dE. \tag{1}
$$

On the left the source has been propagated forward to the stopped ions, and the result is weighted with $g$. On the right $g$ has been carried backward to the source. The function $\psi(x,\mu,E)$ is the expected value of $g$ for one ion that starts at depth $x$ with energy $E$ and direction cosine $\mu$, where $\mu>0$ points into the solid. An ion that escapes counts as zero. $Q$ is the density of ions created inside the solid, and $J$ is the number entering through the surface per unit $\mu$ and $E$. Together they are normalized to one ion.

The choice $g=1$ gives the retained fraction. The choice $g=x$ gives the retained depth summed over all ions, per source ion; divided by the retained fraction, it is the mean depth of a retained ion. A step function gives the fraction that stops beyond a chosen depth.

### The model and its assumptions

The solid is amorphous and laterally uniform, so depth, direction cosine and energy suffice to describe an ion. Three processes act on it.

First, it loses energy continuously, at the rate $S(E)$ per unit path length. Secondly, it undergoes discrete collisions at the total rate $\Sigma(E)$ per unit path length. The rate of collisions that lead from $(\mu,E)$ to $(\mu',E')$ is $k(\mu,E\to\mu',E')$ per unit $\mu'$ and $E'$, with $E'<E$. If the energy loss fixes the deflection, $k$ contains a delta function, which changes none of the integrals below. Thirdly, the ion stops when its energy reaches $E_c$, or when a collision takes it below $E_c$. Let $\sigma_s(E)$ be the rate of such stopping collisions. Every collision either stops the ion or does not, hence

$$
\Sigma(E)=\sigma_s(E)+\int_{-1}^{1}d\mu'\int_{E_c}^{E}dE'\,k(\mu,E\to\mu',E'). \tag{2}
$$

I assume that $S\ge s_0>0$, that $\Sigma\le\Sigma_m<\infty$, and that the source is confined to finite depths and to energies below some $E_m$. Different ions do not influence one another. The first assumption bounds the path. Slowing from $E_m$ to $E_c$ without collisions takes the length

$$
L=\int_{E_c}^{E_m}\frac{dE}{S(E)}\le\frac{E_m-E_c}{s_0},
$$

and a collision can merely shorten it, because it skips an interval of energy. No ion stops deeper than its starting depth plus $L$. All depth integrals therefore have a finite range, and $g$ may grow like a power of $x$.

### The forward equation

Let $\phi(x,\mu,E)\,dx\,d\mu\,dE$ be the expected path length that a source ion travels inside the cell $dx\,d\mu\,dE$. Two currents follow from it. An ion that crosses a layer of thickness $dx$ travels the length $dx/|\mu|$ in it, so the number crossing a plane is $|\mu|\phi$ per unit $\mu$ and $E$. An ion that slows through the interval $dE$ travels $dE/S$ in it, so the number slowing past the energy $E$ is $S\phi$ per unit $x$ and $\mu$.

Each ion that enters a cell must leave it. The net outflow through the faces in depth is $\partial_x(\mu\phi)$. Ions enter through the upper energy face and leave through the lower one, so the net outflow in energy is $-\partial_E(S\phi)$. Collisions remove $\Sigma\phi$. The supply consists of the source and of the ions scattered into the cell:

$$
\mu\,\partial_x\phi-\partial_E(S\phi)+\Sigma\phi=Q+K\phi, \tag{3}
$$

$$
(K\phi)(x,\mu,E)=\int_{-1}^{1}d\mu'\int_E^{E_m}dE'\,k(\mu',E'\to\mu,E)\,\phi(x,\mu',E').
$$

At the surface the inward current is prescribed, $\mu\phi(0,\mu,E)=J$ for $\mu>0$. At the top of the energy range $\phi(x,\mu,E_m)=0$. The outward current at the surface is not prescribed; it belongs to the solution.

Ions stop in two ways, by slowing past $E_c$ and by stopping collisions. Hence

$$
p(x)=\int_{-1}^{1}S(E_c)\,\phi(x,\mu,E_c)\,d\mu+\int_{-1}^{1}d\mu\int_{E_c}^{E_m}dE\,\sigma_s(E)\,\phi(x,\mu,E). \tag{4}
$$

### The backward equation

Now follow one ion over a short path $\delta$. With probability $1-\Sigma\delta$ it has no collision and arrives at depth $x+\mu\delta$ with energy $E-S\delta$. Otherwise it is scattered into a new state or stopped. To first order in $\delta$,

$$
\psi(x,\mu,E)=(1-\Sigma\delta)\,\psi(x+\mu\delta,\mu,E-S\delta)+\delta\,\bigl(K^\dagger\psi+\sigma_s g\bigr),
$$

$$
(K^\dagger\psi)(x,\mu,E)=\int_{-1}^{1}d\mu'\int_{E_c}^{E}dE'\,k(\mu,E\to\mu',E')\,\psi(x,\mu',E').
$$

The first term on the right expands to $\psi+\delta(\mu\,\partial_x\psi-S\,\partial_E\psi-\Sigma\psi)$. Subtracting $\psi$ from both sides and dividing by $\delta$ gives

$$
\mu\,\partial_x\psi-S\,\partial_E\psi=\Sigma\psi-K^\dagger\psi-\sigma_s g. \tag{5}
$$

An ion at $E_c$ has stopped, so $\psi(x,\mu,E_c)=g(x)$. An ion at the surface that moves outward is lost, so $\psi(0,\mu,E)=0$ for $\mu<0$. The two surface conditions are complementary: $\phi$ is prescribed for inward directions and $\psi$ for outward ones.

The left side of (5) is the derivative of $\psi$ along a flight without collisions. If $g(0)\ne0$, $\psi$ can jump between flights that just reach the surface and flights that stop just before it. This jump lies across the flight lines, not along them, so $\psi$ stays continuous on each line. Its derivative in (5) exists there except where the right side of (5) jumps, as can happen when $k$ contains a delta function. Such isolated points do not affect the integrals below. The partial derivatives in (3) and (5) are to be read in this combined sense.

### The adjoint identity

Multiply (3) by $\psi$ and (5) by $\phi$, and add. The derivative terms combine by the product rule:

$$
\psi\bigl[\mu\,\partial_x\phi-\partial_E(S\phi)\bigr]+\phi\bigl[\mu\,\partial_x\psi-S\,\partial_E\psi\bigr]
=\mu\,\partial_x(\phi\psi)-\partial_E(S\phi\psi).
$$

On the right, the loss terms $-\Sigma\phi\psi$ and $+\Sigma\phi\psi$ cancel. What remains is

$$
\mu\,\partial_x(\phi\psi)-\partial_E(S\phi\psi)=Q\psi-\sigma_s g\phi+\psi K\phi-\phi K^\dagger\psi. \tag{6}
$$

Integrate (6) over all $x$, $\mu$ and $E$. The last two terms cancel in the integral though not at each point, because at every depth

$$
\int\psi\,K\phi\,d\mu\,dE=\int\!\!\int\phi(\mu',E')\,k(\mu',E'\to\mu,E)\,\psi(\mu,E)\,d\mu'dE'd\mu\,dE=\int\phi\,K^\dagger\psi\,d\mu\,dE.
$$

The last step exchanges the order of integration and renames the variables. The exchange is allowed because the integrand is absolutely integrable: $\psi$ is bounded on the finite range of depths, the rate of scattering is at most $\Sigma_m$, and the total path, which is the integral of $\phi$, is at most $L$.

The depth derivative gives boundary values at the surface and beyond the deepest ion. The latter vanish. The energy derivative gives values at $E_m$, where $\phi=0$, and at $E_c$, where $\psi=g$. With the signs of the lower limits, the left side of (6) becomes

$$
-\int\mu\,\phi\psi\big|_{x=0}\,d\mu\,dE+\int S(E_c)\,\phi(x,\mu,E_c)\,g(x)\,dx\,d\mu.
$$

In the surface term, inward directions contribute $-\int J\psi$. For outward directions $-\mu=|\mu|$, and with the escaping current $J_{\rm out}=|\mu|\phi(0,\mu,E)$ they contribute $+\int J_{\rm out}\psi$. Move the term with $\sigma_s g\phi$ to the left. By (4) it combines with the slowing term into $\int gp\,dx$:

$$
\int g\,p\,dx=\int Q\psi\,dx\,d\mu\,dE+\int_{\mu>0}J\psi\,d\mu\,dE-\int_{\mu<0}J_{\rm out}\,\psi\,d\mu\,dE. \tag{7}
$$

Since $\psi$ vanishes for outgoing ions at the surface, the last term is zero and (7) is (1).

In the last term of (7) one sees how the equality can fail. Suppose that the forward calculation lets ions escape, while the backward calculation uses the function $\psi_\infty$ of an unbounded medium. Then $\psi_\infty$ obeys (5) but not the surface condition, and the last term must be kept:

$$
\int g\,p\,dx=\int Q\psi_\infty+\int_{\mu>0}J\psi_\infty-\int_{\mu<0}J_{\rm out}\psi_\infty. \tag{8}
$$

Here $g$ must also be defined for $x<0$, because ions in the unbounded medium can stop there.

### Backward range equations

In an unbounded medium the backward equation becomes much simpler when $g$ is a power of $x$. Let $d\Sigma$ be the rate of collisions with energy loss $T$ and deflection angle $\vartheta$. The new direction cosine is

$$
\mu'=\mu\cos\vartheta+\sqrt{1-\mu^2}\,\sin\vartheta\cos\alpha ,
$$

where the azimuth $\alpha$ is uniformly distributed in an amorphous solid. Its average is $\langle\mu'\rangle=\mu\cos\vartheta$.

For $g=x$, try $\psi_\infty=x+\mu R(E)$, with $R=0$ for $E\le E_c$. This convention includes the stopping collisions, for which $\psi_\infty$ must equal $x$. In (5), $\mu\,\partial_x\psi_\infty=\mu$ and $S\,\partial_E\psi_\infty=\mu SR'$. The collision terms amount to $\mu\int d\Sigma\,[R(E)-\cos\vartheta\,R(E-T)]$. Dividing by $\mu$ gives

$$
S\,R'+\int d\Sigma\,\bigl[R(E)-\cos\vartheta\,R(E-T)\bigr]=1. \tag{9}
$$

An ion started at $x=0$ has the mean depth $\mu R(E)$. Thus $R$ is the mean projected range along the initial direction.

For $g=x^2$, the average of $P_2(\mu')=\tfrac12(3\mu'^2-1)$ is also needed. Since $\langle\cos^2\alpha\rangle=\tfrac12$,

$$
\langle\mu'^2\rangle=\mu^2\cos^2\vartheta+\tfrac12(1-\mu^2)(1-\cos^2\vartheta),
$$

and therefore

$$
\langle P_2(\mu')\rangle=\tfrac14(3\mu^2-1)(3\cos^2\vartheta-1)=P_2(\mu)P_2(\cos\vartheta).
$$

Insert $\psi_\infty=x^2+2x\mu R+A_0(E)+A_2(E)P_2(\mu)$ into (5). The terms proportional to $x$ cancel by (9). The depth derivative leaves $2\mu^2R$, and $\mu^2=\tfrac13+\tfrac23P_2(\mu)$ splits it into two parts:

$$
S A_0'+\int d\Sigma\,[A_0(E)-A_0(E-T)]=\tfrac23R, \tag{10}
$$

$$
S A_2'+\int d\Sigma\,[A_2(E)-P_2(\cos\vartheta)A_2(E-T)]=\tfrac43R. \tag{11}
$$

Both functions vanish for $E\le E_c$. The mean square depth from $x=0$ is $A_0+A_2P_2(\mu)$, and the straggle, the standard deviation of the depth, is the square root of $A_0+A_2P_2(\mu)-\mu^2R^2$.

Without collisions (9) gives $R=\int dE/S$, the full path length. Then $R'=1/S$, so (10) and (11) integrate to $A_0=R^2/3$ and $A_2=2R^2/3$. Their sum for $\mu=1$ is $R^2$, and the straggle is zero, as it must be when every ion has the same straight path.

## 2. The derivation from collision histories, a comparison, and arsenic in silicon

### Symbols and results carried over

An ion has depth $x$, direction cosine $\mu$ (positive inward) and energy $E$; I write $z=(x,\mu,E)$. It slows at the rate $S\ge s_0>0$ and collides at the rate $\Sigma\le\Sigma_m$. Of these collisions, $k$ describes those that scatter it and $\sigma_s$ those that stop it. It also stops on slowing to $E_c$, and it is lost on leaving through $x=0$. The path density is $\phi$, the density of stopped ions $p$, and $\psi(z)$ the expected value of $g$(stopping depth) for a start at $z$. The first half derived

$$
\int g\,p\,dx=\int Q\psi+\int_{\mu>0}J\psi
$$

for an internal source $Q$ and a surface inflow $J$. If the function $\psi_\infty$ of the unbounded medium replaces $\psi$, the escaping current times $\psi_\infty$ has to be subtracted. For $g=x$, $\psi_\infty=x+\mu R(E)$, with $R$ from equation (9); equations (10) and (11) give the mean square depth.

The transport equations have given the identity (1), the surface correction (8) and the range equations (9) to (11). What remains is to derive the identity again from collision histories, compare what the two derivations assume, and test the results on a two-direction model and on arsenic in silicon.
